# How Constant-Current Stabilization Changes the Spin Asymmetry of Tunneling Conductance, part 1

(Sections cited here and not found follow in the second part.)

## The effect of the feedback loop

Anyone who computes a spin-polarized tunneling spectrum for comparison with a measured one must decide what to do with the two magnetic configurations before subtracting them. One choice is to evaluate both conductances at the same tip height. The other is to divide each conductance by the current that the same configuration carries at the setpoint bias, and to subtract afterwards. The two choices give different asymmetries, sometimes of opposite sign. If the measurement stabilized the tip at constant current separately in each configuration, the second choice is the one that corresponds to it. The difference between the two can be written in closed form, so a spectrum obtained in one way can be converted into the other.

Let $V$ be the bias of the sample relative to the tip, $z$ the tip height, and $I_c(V,z)$ the tunnel current, positive for positive bias. The label $c$ is P when the magnetizations of tip and sample are parallel and AP when they are antiparallel. The differential conductance at fixed height is

$$G_c(V,z)=\frac{\partial I_c(V,z)}{\partial V}.$$

A spectrum is taken in two stages. First the feedback loop is closed at the setpoint bias $V_s$ and adjusts the height until the current equals the setpoint current $I_s$, which has the same sign as $V_s$. Then the loop is opened, the height is frozen, and the conductance is recorded as a function of $V$. The procedure is carried out once for P and once for AP with the same $V_s$ and $I_s$. The heights reached are $z_P$ and $z_{AP}$, and in general they differ.

Two asymmetries describe the junction at one common height:

$$a=\frac{G_P-G_{AP}}{G_P+G_{AP}}\ \text{ at bias }V,\qquad b=\frac{I_P-I_{AP}}{I_P+I_{AP}}\ \text{ at bias }V_s .$$

The first is the true conductance asymmetry, and it varies with $V$. The second is a single number for a given setpoint bias. At negative $V_s$ both currents are negative, but the common sign cancels in the ratio, so $b>0$ always means that the parallel configuration carries the larger current in magnitude. The recorded conductances are $g_c(V)=G_c(V,z_c)$, each at its own height, and the recorded asymmetry is

$$a_m=\frac{g_P-g_{AP}}{g_P+g_{AP}} .$$

The central assumption is that height enters the current through one factor, common to both configurations and to all biases concerned:

$$I_c(V,z)=f(z)\,i_c(V),\qquad f(z)>0. \tag{1}$$

For a barrier of constant height $\phi$ the factor is $f(z)=e^{-2\kappa z}$ with $\kappa=\sqrt{2m\phi}/\hbar$, where $m$ is the electron mass. The wave function decays as $e^{-\kappa z}$, and the factor 2 appears because the current follows its square. The derivation of the asymmetry law uses only the form (1), not the exponential. Under (1) the factor $f(z)$ cancels in both ratios, so $a$ and $b$ do not depend on which common height is chosen.

The feedback condition reads $f(z_c)\,i_c(V_s)=I_s$, hence

$$f(z_c)=\frac{I_s}{i_c(V_s)} .$$

The recorded conductance is the bias derivative of (1) at this height:

$$g_c(V)=f(z_c)\,\frac{di_c}{dV}(V)=I_s\,\frac{di_c/dV\,(V)}{i_c(V_s)} .$$

Multiplying numerator and denominator of the last fraction by $f(z)$ at any common height $z$ turns it into a ratio of ordinary conductance and current:

$$g_c(V)=I_s\,\frac{G_c(V,z)}{I_c(V_s,z)} . \tag{2}$$

Stabilization therefore divides each spectrum by its own setpoint current. The configuration that conducts better at $V_s$ has its whole spectrum scaled down, at every bias, because the tip has been withdrawn further.

To express (2) through the asymmetries, write $S_G=G_P+G_{AP}$ and $S_I=I_P+I_{AP}$ at the common height. The definitions of $a$ and $b$ give

$$G_P=\tfrac12S_G(1+a),\quad G_{AP}=\tfrac12S_G(1-a),\quad I_P=\tfrac12S_I(1+b),\quad I_{AP}=\tfrac12S_I(1-b).$$

The factors of one half cancel in the quotients, so that

$$g_P=\frac{I_sS_G}{S_I}\,\frac{1+a}{1+b},\qquad g_{AP}=\frac{I_sS_G}{S_I}\,\frac{1-a}{1-b}.$$

In $a_m$ the common prefactor drops out. Multiplying numerator and denominator by $(1+b)(1-b)$ leaves

$$a_m=\frac{(1+a)(1-b)-(1-a)(1+b)}{(1+a)(1-b)+(1-a)(1+b)} .$$

The two products are

$$(1+a)(1-b)=1+a-b-ab,\qquad (1-a)(1+b)=1-a+b-ab .$$

Their difference is $2(a-b)$ and their sum is $2(1-ab)$. Therefore

$$a_m=\frac{a-b}{1-ab} . \tag{3}$$

The algebra needs nonzero currents, $S_G\neq0$ and $ab\neq1$. The two setpoint currents have the same sign, so $|b|<1$. If both conductances are positive, $|a|<1$ as well, and the denominator is positive. In a region of negative differential conductance $|a|$ can exceed 1. Equation (3) then remains valid wherever its denominator is nonzero, but the logarithms used next do not.

For $|a|,|b|<1$ the law becomes additive. With

$$\operatorname{artanh}x=\tfrac12\ln\frac{1+x}{1-x},$$

the ratio of the recorded conductances,

$$\frac{g_P}{g_{AP}}=\frac{1+a}{1-a}\cdot\frac{1-b}{1+b},$$

gives, after taking half the logarithm,

$$\operatorname{artanh}a_m=\operatorname{artanh}a-\operatorname{artanh}b . \tag{4}$$

The feedback shifts the inverse hyperbolic tangent of the asymmetry by the same amount at every measuring bias. The shift of $a_m$ itself is not uniform, since

$$\frac{\partial a_m}{\partial b}=\frac{-(1-ab)+a(a-b)}{(1-ab)^2}=-\frac{1-a^2}{(1-ab)^2},$$

which vanishes as $|a|\to1$. If one configuration has no conductance at $V$, no rescaling of the other can hide that. For small asymmetries (3) reduces to $a_m\approx a-b$, with a first correction $ab(a-b)$ of third order.

Several consequences follow from the sign of $a-b$, which is the sign of $a_m$ when $1-ab>0$. If $b=0$, the recorded asymmetry is the true one. If $a=0$, the record shows $-b$, a contrast due to the setpoint alone. If $a$ lies between 0 and $b$, the recorded sign is opposite to the true sign. If $a$ and $b$ have opposite signs, (4) adds their magnitudes and the recorded asymmetry is too large.

The height difference carries the information that the feedback removes from the spectra. For an exponential factor the two feedback conditions give

$$e^{-2\kappa z_P}\,i_P(V_s)=e^{-2\kappa z_{AP}}\,i_{AP}(V_s)
\quad\Rightarrow\quad
e^{2\kappa(z_P-z_{AP})}=\frac{i_P(V_s)}{i_{AP}(V_s)}=\frac{1+b}{1-b}.$$

Half the logarithm yields

$$\kappa\,(z_P-z_{AP})=\operatorname{artanh}b,\qquad b=\tanh[\kappa(z_P-z_{AP})]. \tag{5}$$

The true asymmetry is then recovered by solving (3) for $a$. From $a_m(1-ab)=a-b$ one collects the terms in $a$ to obtain $a_m+b=a(1+a_mb)$, and

$$a=\frac{a_m+b}{1+a_mb} . \tag{6}$$

The height is needed for this. If $i_P(V)$ is multiplied by a constant $\lambda>0$ at all biases, the recorded $g_P$ in (2) does not change, because numerator and denominator both acquire $\lambda$. This is true for every setpoint bias. Under (1), no collection of constant-current spectra can therefore determine $\lambda$, although $a$ and $b$ depend on it. The height does respond, by $\ln\lambda/(2\kappa)$.

A further property relates $b$ to the spectrum of $a$. If tip and sample have the same temperature, the current vanishes at zero bias. Integrating the conductance at a common height gives

$$I_P-I_{AP}=\int_0^{V_s}(G_P-G_{AP})\,dV=\int_0^{V_s}a\,S_G\,dV,$$

and division by the corresponding sum gives

$$b=\frac{\int_0^{V_s}a(V)\,S_G(V)\,dV}{\int_0^{V_s}S_G(V)\,dV} . \tag{7}$$

For positive $S_G$ the setpoint asymmetry is the conductance-weighted mean of the true asymmetry between zero and $V_s$. A polarization independent of bias has $a=b$, and it disappears from the recorded spectra altogether. When $V_s$ tends to zero, $b$ tends to $a(0)$.

The recorded spectra obey a companion rule. Each of them integrates to the same current,

$$\int_0^{V_s}g_c\,dV=I_c(V_s,z_c)-I_c(0,z_c)=I_s ,$$

so $\int_0^{V_s}(g_P-g_{AP})\,dV=0$. A continuous function whose integral over an interval vanishes must itself vanish somewhere inside. With positive conductances, $a_m$ therefore has a zero between zero bias and the setpoint, whatever the true asymmetry does there. This argument does not use (1). A zero crossing inside that window is a consequence of the procedure and does not by itself show that the spin polarization changes sign.

Finite temperature and lock-in detection leave (3) intact under assumption (1). Thermal smearing is already contained in $i_c(V)$ if the factor $f(z)$ is common to all energies that contribute. A lock-in amplifier replaces the derivative by the first harmonic of the current under a bias modulation. That is a linear operation on the bias dependence at fixed height, so $f(z_c)$ passes through it as through a derivative. Both effects alter the values of $a$ or $b$ but not the relation between them and $a_m$, provided that $a$ is defined with the same detection. The same reasoning covers a conductance map taken at $V=V_s$ with the loop closed, if the feedback is too slow to follow the modulation. The loop then holds the mean current under modulation, so $b$ has to be formed from the mean currents.

## Unequal decay rates and a worked case

The symbols carried over are these. The true conductance asymmetry at bias $V$ is $a$, the current asymmetry at the setpoint bias $V_s$ is $b$, both at one common height, and $a_m$ is the asymmetry recorded when each configuration is stabilized at the same current $I_s$, at heights $z_P$ and $z_{AP}$. If height enters through one common factor, then $a_m=(a-b)/(1-ab)$, or $\operatorname{artanh}a_m=\operatorname{artanh}a-\operatorname{artanh}b$. If that factor is $e^{-2\kappa z}$, then also $\kappa(z_P-z_{AP})=\operatorname{artanh}b$.

In a real junction the barrier depends on energy and bias, and electrons of the two spins may decay at different rates. Then $a$ and $b$ depend on height and a reference has to be named. Take both at $z_P$, and let $\Delta z=z_P-z_{AP}$. Define the mean decay rates of the antiparallel conductance and current between the two heights by

$$G_{AP}(V,z_P)=G_{AP}(V,z_{AP})\,e^{-2k_G\Delta z},\qquad I_{AP}(V_s,z_P)=I_{AP}(V_s,z_{AP})\,e^{-2k_I\Delta z}.$$

The recorded ratio can be split by inserting the antiparallel conductance at $z_P$:

$$\frac{g_P}{g_{AP}}=\frac{G_P(V,z_P)}{G_{AP}(V,z_P)}\cdot\frac{G_{AP}(V,z_P)}{G_{AP}(V,z_{AP})}.$$

Half the logarithm of the first factor is $\operatorname{artanh}a$, and that of the second is $-k_G\Delta z$. For the current, the feedback condition $I_{AP}(V_s,z_{AP})=I_s=I_P(V_s,z_P)$ turns the second definition into

$$\frac{I_P(V_s,z_P)}{I_{AP}(V_s,z_P)}=e^{2k_I\Delta z}\quad\Rightarrow\quad\operatorname{artanh}b=k_I\Delta z .$$

Eliminating $\Delta z$ gives

$$\operatorname{artanh}a_m=\operatorname{artanh}a-r\operatorname{artanh}b,\qquad r=\frac{k_G}{k_I}. \tag{8}$$

No approximation has been made, apart from the requirement that the conductances be positive. The simple law is the case $r=1$. For $r$ close to 1, the derivative $d\tanh x/dx=1-\tanh^2x$ gives the leading error of the simple law,

$$a_m-\frac{a-b}{1-ab}\approx-(1-a_m^2)(r-1)\operatorname{artanh}b . \tag{9}$$

The error is a product of two small quantities when the setpoint asymmetry is modest and the decay rates are similar.

A model with one narrow spin-polarized peak shows the size of these effects. Let the majority density of states of the sample be constant, $M=1$ in relative units, and let the minority density be

$$N(E)=0.5+\frac{5w^2}{(E-E_0)^2+w^2},\qquad E_0=-0.3\ \text{eV},\quad w=0.06\ \text{eV},$$

with $E$ measured from the sample Fermi level. The tip has polarization $p=0.4$, independent of energy. In the parallel configuration the majority and minority channels have weights $\tfrac12(1+p)$ and $\tfrac12(1-p)$. In the antiparallel configuration these weights are exchanged. The current is the energy integral of the weighted densities between the two Fermi levels, multiplied by $e^{-2\kappa z}$ and by one conductance quantum. This prefactor fixes the zero of height. A barrier of 4.7 eV gives $\kappa=11.107$ nm$^{-1}$. The setpoint current is 1 nA in magnitude and the temperature is 4.2 K.

At low temperature the conductance samples the densities at $E=eV$. The sum of the two configurations is proportional to $M+N$ and their difference to $p(M-N)$, hence

$$a(V)=p\,\frac{M-N(eV)}{M+N(eV)} .$$

The recorded asymmetry has now been related to the true one through the setpoint asymmetry, for a common decay factor and for unequal decay rates, and a model with one spin-polarized peak has been set up. What remains is to evaluate that model at two setpoints and to estimate how changes to the barrier, the decay rates and the measuring conditions affect the result.
